# Picture Change in the Mean Inverse Radius of a Hydrogen-Like Ion

## Problem

One electron of mass $m$ moves around a fixed point nucleus of charge $Ze$. Write $\kappa=e^2/(4\pi\varepsilon_0)$, so that

$$V=-\frac{Z\kappa}{r},\qquad \alpha=\frac{\kappa}{\hbar c},\qquad a_0=\frac{\hbar^2}{m\kappa}=\frac{\hbar}{\alpha mc},\qquad w=Z\alpha<1 .$$

**(a)** Find $\langle 1/r\rangle$ for the Dirac 1s state, and its expansion through order $w^2$.

**(b)** Reduce the Dirac equation to a normalized two-component equation through order $1/c^2$. Which operator represents $1/r$ in the new picture?

**(c)** The Pauli 1s function is the two-component 1s function to first order in the relativistic terms found in (b). What mean value does it give for the untransformed operator $1/r$, to this order? Compare with (a).

**(d)** Add the change of the operator found in (b), and evaluate all results for Na$^{10+}$ ($Z=11$).

**(e)** Find the Pauli function explicitly and explain the factor between the corrections in (c) and (a).

## Hints

1. For (a), try large and small radial functions that are proportional to each other.
2. For (b), the large component alone is not normalized. Find the operator that turns it into a function whose norm equals that of the whole spinor, and treat Hamiltonian and property in the same way.
3. For (c), the first-order function is not needed. Give the nonrelativistic 1s function a variable charge $\zeta$, keep $Z$ fixed in the relativistic terms, and differentiate their mean value with respect to $\zeta$.
4. For (e), the Dirac large component is known from (a). Expand it and apply the normalization operator from (b).

## Solution

### (a) The Dirac value

Let $E$ be the energy without $mc^2$. The large and small components obey

$$c\,\sigma\!\cdot\! p\,\psi_S=(E-V)\psi_L,\qquad c\,\sigma\!\cdot\! p\,\psi_L=(2mc^2+E-V)\psi_S .$$

For 1s put $\psi_L=g(r)\chi$ and $\psi_S=i f(r)\,\sigma\!\cdot\!\hat r\,\chi$, with a constant spinor $\chi$. Since $p=-i\hbar\nabla$ and $f\hat r$ has no curl, $\sigma\!\cdot\!\nabla(f\sigma\!\cdot\!\hat r)=\nabla\!\cdot\!(f\hat r)=f'+2f/r$. Hence

$$\hbar c\left(f'+\frac{2f}{r}\right)=(E-V)g,\qquad -\hbar c\,g'=(2mc^2+E-V)f .$$

Try $g=r^{\gamma-1}e^{-\lambda r}$ and $f=qg$. The terms in $1/r$ give

$$q(\gamma+1)=w,\qquad 1-\gamma=qw .$$

Multiplying the second by $1+\gamma$ gives $1-\gamma^2=w^2$. The root that joins the nonrelativistic 1s function is $\gamma=\sqrt{1-w^2}$. The constant terms give

$$-\hbar c\,q\lambda=E,\qquad \hbar c\,\lambda=q(2mc^2+E).$$

Eliminating $\lambda$ gives $E=-q^2(2mc^2+E)$, so $E=-2mc^2q^2/(1+q^2)$. From the two $1/r$ conditions, $q^2=(1-\gamma)/(1+\gamma)$, hence $E=mc^2(\gamma-1)$. Then $\lambda=q\,mc(1+\gamma)/\hbar=w\,mc/\hbar=Z/a_0$.

The density is proportional to $g^2+f^2=(1+q^2)g^2$, so the factor $1+q^2$ cancels:

$$\left\langle\frac1r\right\rangle_{\rm D}=\frac{\int_0^\infty r^{2\gamma-1}e^{-2\lambda r}dr}{\int_0^\infty r^{2\gamma}e^{-2\lambda r}dr}=2\lambda\,\frac{\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=\frac{\lambda}{\gamma}=\frac{Z}{\gamma a_0}.$$

Expanding $(1-w^2)^{-1/2}$,

$$\left\langle\frac1r\right\rangle_{\rm D}=\frac{Z}{a_0}\left(1+\frac{w^2}{2}+\frac{3w^4}{8}+\dots\right).$$

### (b) Hamiltonian and property in the new picture

Where $|E-V|\ll 2mc^2$, the second Dirac equation gives

$$\psi_S\approx\frac{1}{2mc}\left(1-\frac{E-V}{2mc^2}\right)\sigma\!\cdot\! p\,\psi_L .$$

Insert this in the first equation and use $(\sigma\!\cdot\! p)^2=p^2$. With $T=p^2/2m$,

$$\left[T+V-\frac{\sigma\!\cdot\! p\,(E-V)\,\sigma\!\cdot\! p}{4m^2c^2}\right]\psi_L=E\psi_L .$$

To leading order the norm of the spinor is $\langle\psi_L|1+p^2/4m^2c^2|\psi_L\rangle$. With $Q=p^2/8m^2c^2$, the function $\varphi=(1+Q)\psi_L$ has this norm through order $1/c^2$. Substitute $\psi_L=(1-Q)\varphi$ and multiply from the left by $1-Q$:

$$\left[T+V-\{Q,T+V\}-\frac{E\,p^2}{4m^2c^2}+\frac{\sigma\!\cdot\! p\,V\sigma\!\cdot\! p}{4m^2c^2}\right]\varphi=E(1-2Q)\varphi .$$

Because $2QE=Ep^2/4m^2c^2$, the energy-dependent terms cancel. With $\{Q,T\}=p^4/8m^3c^2$ this leaves

$$H=T+V-\frac{p^4}{8m^3c^2}+D[V],\qquad D[X]=\frac{\sigma\!\cdot\! p\,X\,\sigma\!\cdot\! p}{4m^2c^2}-\frac{p^2X+Xp^2}{8m^2c^2}.$$

A property $X(r)$ that acts equally on both components has the mean value

$$\langle\psi_L|X|\psi_L\rangle+\langle\psi_S|X|\psi_S\rangle=\langle\varphi|(1-Q)X(1-Q)|\varphi\rangle+\frac{\langle\varphi|\sigma\!\cdot\! p\,X\,\sigma\!\cdot\! p|\varphi\rangle}{4m^2c^2}=\langle\varphi|X+D[X]|\varphi\rangle .$$

The operator that belongs to $\varphi$ is therefore $X+D[X]$, and $D[X]$ is its picture change.

To evaluate it, note that $D[X]=-[\sigma\!\cdot\! p,[\sigma\!\cdot\! p,X]]/8m^2c^2$. With $G=\nabla X$ the inner commutator is $-i\hbar\,\sigma\!\cdot\! G$. The product rule for Pauli matrices, with $\nabla\times G=0$, gives

$$\sigma\!\cdot\! p\,\sigma\!\cdot\! G=-i\hbar\nabla\!\cdot\! G+G\!\cdot\! p-i\sigma\!\cdot\!(G\times p),\qquad \sigma\!\cdot\! G\,\sigma\!\cdot\! p=G\!\cdot\! p+i\sigma\!\cdot\!(G\times p).$$

Subtracting and multiplying by $-i\hbar$, the double commutator is $-\hbar^2\nabla^2X-2\hbar\,\sigma\!\cdot\!(\nabla X\times p)$. Hence

$$D[X]=\frac{\hbar^2\nabla^2X}{8m^2c^2}+\frac{\hbar\,\sigma\!\cdot\!(\nabla X\times p)}{4m^2c^2}.$$

For radial $X$ the last term contains the orbital angular momentum and vanishes on s functions. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, on s functions

$$D\!\left[\frac1r\right]=-\frac{\pi\hbar^2}{2m^2c^2}\,\delta(\mathbf r),\qquad D[V]=-Z\kappa\,D\!\left[\frac1r\right]=+\frac{\pi\hbar^2Z\kappa}{2m^2c^2}\,\delta(\mathbf r).$$

The second expression is the Darwin term. The same operation produces it from $V$ and the picture change from $1/r$.

The expansion in $(E-V)/2mc^2$ fails very near the nucleus, where $Z\kappa/r$ is comparable with $2mc^2$. The factor $1+Q$ is an expansion in $p^2/m^2c^2$ and fails already further out, at $r$ of order $\hbar/mc$. The result is used here to first order only. Part (e) shows what goes wrong beyond that.

### (c) The Pauli function with plain $1/r$

Let $H_0=T+V$ have the 1s function $\psi_0$ and energy $E_0$, and let $H_1=-p^4/8m^3c^2+D[V]$. The first-order function obeys

$$(H_0-E_0)\psi_1=-(H_1-\langle H_1\rangle)\psi_0,\qquad \langle\psi_0|\psi_1\rangle=0 .$$

Now let $\psi_\zeta$ be the normalized real 1s function of $T-\zeta\kappa/r$, and let $\psi'$ be its derivative at $\zeta=Z$. Differentiating its Schrödinger equation gives

$$(H_0-E_0)\psi'=\kappa\left(\frac1r-\left\langle\frac1r\right\rangle_0\right)\psi_0,\qquad \langle\psi_0|\psi'\rangle=0 .$$

Take the scalar product with $\psi_1$ and let $H_0-E_0$ act on the other side:

$$\kappa\langle\psi_0|\tfrac1r|\psi_1\rangle=\langle\psi'|(H_0-E_0)|\psi_1\rangle=-\langle\psi'|H_1|\psi_0\rangle .$$

With $E_1(\zeta)=\langle\psi_\zeta|H_1|\psi_\zeta\rangle$, whose derivative at $Z$ is $2\langle\psi'|H_1|\psi_0\rangle$, the first-order change of the mean value is

$$2\langle\psi_0|\tfrac1r|\psi_1\rangle=-\frac1\kappa\left.\frac{dE_1}{d\zeta}\right|_{\zeta=Z}.$$

For $E_1(\zeta)$ put $k=\zeta/a_0$ and $\psi_\zeta=\sqrt{k^3/\pi}\,e^{-kr}$. Then $p^2\psi_\zeta=\hbar^2(2k/r-k^2)\psi_\zeta$. With $\langle1/r\rangle=k$ and $\langle1/r^2\rangle=2k^2$,

$$\langle p^4\rangle=\|p^2\psi_\zeta\|^2=\hbar^4(8k^4-4k^4+k^4)=5\hbar^4k^4 .$$

The Darwin term needs $|\psi_\zeta(0)|^2=\zeta^3/(\pi a_0^3)$. Using $\kappa=\hbar^2/(ma_0)$ and $\hbar/(mca_0)=\alpha$,

$$E_1(\zeta)=-\frac{5\hbar^4\zeta^4}{8m^3c^2a_0^4}+\frac{\hbar^2\kappa Z\zeta^3}{2m^2c^2a_0^3}=mc^2\alpha^4\left(-\frac58\zeta^4+\frac12Z\zeta^3\right).$$

At $\zeta=Z$ the derivative is $mc^2\alpha^4Z^3(-\tfrac52+\tfrac32)$. Since $\kappa=mc^2\alpha^2a_0$,

$$2\langle\psi_0|\tfrac1r|\psi_1\rangle=\frac{Z}{a_0}w^2\left(\frac52-\frac32\right)=\frac{Z}{a_0}w^2 .$$

The mass-velocity term pulls the electron inwards and the Darwin term, a repulsion at the nucleus, pushes it outwards. The program solves the first-order equation in a Gaussian basis and finds 2.4999 and −1.5000 for the two coefficients. Thus

$$\left\langle\frac1r\right\rangle_{\text{Pauli, plain}}=\frac{Z}{a_0}(1+w^2),$$

or $Z+Z^3/c^2$ in atomic units. Its correction is twice the leading correction $Z^3/2c^2$ contained in $Z/\gamma$.

### (d) The repair, with numbers

$D[1/r]$ is already of order $1/c^2$, so its mean value may be taken with $\psi_0$:

$$\left\langle D\!\left[\frac1r\right]\right\rangle=-\frac{\pi\hbar^2}{2m^2c^2}\,\frac{Z^3}{\pi a_0^3}=-\frac{Z}{a_0}\,\frac{w^2}{2}.$$

The sum is $(Z/a_0)(1+w^2/2)$, which agrees with (a) through order $w^2$.

For Na$^{10+}$, $w^2=0.0064434$, $\gamma=0.996773$ and $Z/a_0=207.870$ nm$^{-1}$. Then:

- Dirac: $207.870/0.996773=208.543$ nm$^{-1}$, a correction of 0.673 nm$^{-1}$.
- Pauli with plain $1/r$: the correction is $207.870\times0.0064434=1.339$ nm$^{-1}$, which gives 209.209 nm$^{-1}$.
- Picture change: with $\hbar/mc=3.86159\times10^{-4}$ nm and $|\psi_0(0)|^2=2.85907\times10^6$ nm$^{-3}$, it is $-\tfrac{\pi}{2}(3.86159\times10^{-4})^2(2.85907\times10^{6})=-0.670$ nm$^{-1}$.
- Repaired: 208.540 nm$^{-1}$.

In units of $1/a_0$, the Dirac, plain Pauli and repaired values are 11.0356, 11.0709 and 11.0354.

The repaired value lies 0.003 nm$^{-1}$ below the Dirac value, about 0.5% of the Dirac correction. This is the size of the omitted term $\tfrac38w^4Z/a_0$. The same term makes the ratio of the plain Pauli correction to the Dirac correction 1.990 instead of 2. The omitted terms grow with $Z$, so the first-order repair becomes poor when $w$ is no longer small. All these values refer to a fixed point nucleus. The finite mass of the $^{23}$Na nucleus alone lowers $\langle1/r\rangle$ by 0.005 nm$^{-1}$, more than the remaining gap.

### (e) Where the factor two comes from

Let $\rho=Zr/a_0$. Since $\gamma-1\approx-w^2/2$, the large component from (a) is proportional to $(1-\tfrac12w^2\ln\rho)\psi_0$. The normalization operator adds

$$Q\psi_0=\frac{\hbar^2}{8m^2c^2}\,\frac{Z^2}{a_0^2}\left(\frac2\rho-1\right)\psi_0=w^2\left(\frac1{4\rho}-\frac18\right)\psi_0 .$$

With all constants collected in $C$, which is fixed by $\langle\psi_0|\psi_1\rangle=0$,

$$\psi_1=w^2\left(\frac1{4\rho}-\frac12\ln\rho+C\right)\psi_0 .$$

A term $w^2h(\rho)\psi_0$ changes the mean of $1/\rho$ by $2w^2(\langle h/\rho\rangle-\langle h\rangle\langle1/\rho\rangle)$, where the subtraction accounts for normalization. The averages over $4\rho^2e^{-2\rho}d\rho$ are

$$\langle\rho^s\rangle=\frac{\Gamma(s+3)}{2^{s+1}},\qquad \langle\rho^s\ln\rho\rangle=\langle\rho^s\rangle\,[\Psi(s+3)-\ln2],$$

the second being the derivative of the first with respect to $s$, with $\Psi=\Gamma'/\Gamma$ and $\Psi(x+1)=\Psi(x)+1/x$.

- For $h=1/(4\rho)$ the change is $2w^2\cdot\tfrac14(2-1)=\tfrac12w^2$.
- For $h=-\tfrac12\ln\rho$ it is $-w^2[\Psi(2)-\Psi(3)]=\tfrac12w^2$.

The logarithm is the contraction of the Dirac radial function, and it supplies the whole correction of (a) at this order. The term $1/(4\rho)$ comes from the change to the normalized two-component picture. The plain operator counts it as a further contraction, and $D[1/r]$ removes it.

The explicit function also shows the limit of the method. Near the nucleus $|\psi_1|^2\propto1/r^2$, so $\int|\psi_1|^2r^{-1}r^2dr$ diverges logarithmically. The mean value of $1/r$ with $\psi_0+\psi_1$ must therefore be kept to first order only. Moreover, the term $1/(4\rho)$ holds only for $r\gg\hbar/mc$, that is $\rho\gg w$. Near the nucleus its contribution to the mean of $1/\rho$ has the integrand $2w^2\,d\rho$, so the region $\rho\lesssim w$ carries a share of order $w^3$. In a two-component function decoupled to all orders, the plain value and the picture change therefore each differ from their first-order values by terms of order $w^3$, which cancel in the sum. For Na$^{10+}$ such a decoupling gives a picture change of about $-0.59$ nm$^{-1}$ instead of $-0.670$ nm$^{-1}$.

## Variation 1: the mean radius

*Repeat the comparison for the operator $r$.*

The Dirac density gives $\langle r\rangle_{\rm D}=(2\gamma+1)/(2\lambda)=(a_0/Z)(\tfrac32-\tfrac12w^2+\dots)$.

With plain $r$, the two parts of $\psi_1$ change $\langle\rho\rangle$ by

$$2w^2\cdot\tfrac14\left(1-\tfrac32\right)=-\tfrac14w^2,\qquad -w^2\cdot\tfrac32[\Psi(4)-\Psi(3)]=-\tfrac12w^2,$$

in total $-\tfrac34w^2$. Since $\nabla^2r=2/r$, the picture change is

$$\langle D[r]\rangle=\frac{\hbar^2}{4m^2c^2}\,\frac{Z}{a_0}=\frac{a_0}{Z}\,\frac{w^2}{4},$$

which restores $-\tfrac12w^2$. The plain operator now overstates the correction by a factor 3/2, so the factor two is not a general rule. It belongs to $1/r$ in the 1s state: for 2s the steps of (c) and (d) give a plain correction $\tfrac7{32}w^2Z/a_0$ and a picture change $-\tfrac1{16}w^2Z/a_0$, which leave $\tfrac5{32}w^2Z/a_0$, a factor 7/5.

## Variation 2: the energy as a check

*Obtain the same mean values by differentiating the energy with respect to $Z$.*

For a normalized eigenstate, $dE/dZ=\langle\partial H/\partial Z\rangle$. In the Dirac Hamiltonian $Z$ occurs only in $V$, so $dE/dZ=-\kappa\langle1/r\rangle_{\rm D}$. From $E=mc^2(\gamma-1)$,

$$\frac{dE}{dZ}=-\frac{mc^2\alpha^2Z}{\gamma}=-\kappa\,\frac{Z}{\gamma a_0},$$

in agreement with (a).

In the two-component Hamiltonian $Z$ also occurs in the Darwin term, and $\partial H/\partial Z=-\kappa(1/r+D[1/r])$. Setting $\zeta=Z$ in $E_1(\zeta)$ gives the energy $-\tfrac12mc^2w^2-\tfrac18mc^2w^4$ through first order. Its derivative is

$$-mc^2\alpha^2Z\left(1+\frac{w^2}{2}\right)=-\kappa\,\frac{Z}{a_0}\left(1+\frac{w^2}{2}\right).$$

This is the repaired value. If $Z$ is held fixed in the Darwin term during the differentiation, as in (c), the picture change is lost and the plain result $(Z/a_0)(1+w^2)$ returns.

## Values computed for the example and the checks

```
Ion Na10+, nuclear charge number Z = 11
Bohr radius a0 = 0.05291772 nm
fine-structure constant alpha = 0.007297353
Z alpha = 0.0802709
(Z alpha)^2 = 0.00644341
gamma = 0.99677309
reduced Compton length hbar/(mc) = 3.86159267e-04 nm
density at nucleus |psi0(0)|^2 = 2.859070e+06 nm^-3
Coefficients of (Z/a0)(Z alpha)^2 in <1/r>, numerical:
  mass-velocity response = 2.4999
  Darwin response = -1.5000
  Pauli function, plain 1/r = 1.0000
  part from 1/(4 rho) in psi1 = 0.500000
  part from -ln(rho)/2 in psi1 = 0.500000
  picture-change term = -0.500000
  Pauli plus picture change = 0.5000
  Dirac diagonalization, all orders = 0.5024
constant C in psi1 = -0.135181
First-order energies in units of m c^2 (Z alpha)^4:
  mass-velocity = -0.625000
  Darwin = 0.500000
  sum = -0.125000
  Dirac diagonalization, all orders = -0.12540
Delta form on a trial function (scaled units):
  operator integral = -3.534292
  delta-function value = -3.534292
Mean values <1/r> for Na10+:
  nonrelativistic = 207.86987 nm^-1 = 11.000000 /a0
  Dirac = 208.54282 nm^-1 = 11.035611 /a0
  Pauli, plain 1/r = 209.20927 nm^-1 = 11.070878 /a0
  repaired = 208.53957 nm^-1 = 11.035439 /a0
picture-change term = -0.66970 nm^-1
Dirac correction = 0.67295 nm^-1
Pauli correction, plain 1/r = 1.33939 nm^-1
ratio Pauli/Dirac correction = 1.99033
error of plain Pauli value = 0.66644 nm^-1
error after repair = -0.00325 nm^-1
```
